**Quadratic fall of the avalanche voltage caused by mobile space charge**

For an undoped p-i-n layer of width \(W\), with equal ionization coefficients \(\alpha(E)\) and equal saturated speeds \(v\), the program tests \(V-V_0=-(\alpha''/\alpha')\,W^3J^2/(360\,\varepsilon^2v^2)+O(J^3)\). Here \(J\) is the current density, \(\varepsilon\) the permittivity, \(V_0=E_0W\) the zero-current voltage with \(\alpha(E_0)W=1\), and the derivatives are taken at \(E_0\). It solves the full boundary-value problem by shooting and asserts agreement with the quadratic law, its next correction and the first-order field profile at small current. It also asserts that the voltage rises for a concave coefficient, and that it stays below \(V_0\) at five currents in the convex range. Further assertions cover unequal speeds, doping, leakage, and coefficient ratios that are constant or depend on field. For a 10 µm layer with rough 4H-SiC-like parameters at 5 kA/cm², the output shows a drop of 1.82 V from 2498 V, where the quadratic law gives 2.13 V. A field-dependent ratio of the coefficients adds a linear term and raises the drop to 6.5 V in the case chosen. The sizes printed for contacts, substrate, heating, dead space, diffusion and tunnelling are estimates and are not asserted.

## Verification by program

```python
"""Mobile space charge in an avalanching p-i-n diode.
Result under test: with equal ionization coefficients alpha(E) and equal saturated
speeds v, the voltage of the undoped layer of width W at current density J is
  V(J) = V0 - (alpha''/alpha') W^3 J^2 / (360 eps^2 v^2) + O(J^3),
where alpha(E0) W = 1, V0 = E0 W and the derivatives are taken at E0.
Model coefficient: alpha = A exp(-b/E).
Scaled variables: s = x/W (p contact at 0, n contact at 1), e = E/E0,
u = electron current / total current, kappa = J W/(eps v E0), L = b/E0 = ln(A W).
The full nonlinear boundary-value problem is solved by shooting and compared
with the expansion formulas. Lengths are in cm and fields in V/cm unless labelled.
"""
import math
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, simpson
from scipy.optimize import brentq

q = sc.e
A, b = 3e6, 2e7                 # 1/cm, V/cm
W, v, eps_r = 10e-4, 1e7, 10.0  # cm, cm/s
J = 5e3                         # A/cm^2
eps = eps_r * sc.epsilon_0 / 100  # F/cm
L = math.log(A * W)
E0 = b / L
V0 = E0 * W


def kap(current, speed=v):
    return current * W / (eps * speed * E0)


def diode(kn, kp, dop=0.0, seed=0.0, gn=L, bn=L, gp=L, bp=L):
    """Steady avalanche; W*alpha_i(e) = exp(g_i - b_i/e).
    Returns mean field, left, middle and right field, integral of alpha_n."""
    def rhs(s, y):
        e = max(y[0], 0.05)
        u = y[1]
        an = math.exp(gn - bn / e)
        ap = math.exp(gp - bp / e)
        return [kn * u - kp * (1 - u) + dop, an * u + ap * (1 - u), y[0], an]

    def run(left, points=None):
        return solve_ivp(rhs, (0, 1), [left, seed, 0, 0], method="DOP853",
                         rtol=1e-12, atol=1e-13, t_eval=points).y

    left = brentq(lambda z: run(z)[1, -1] - 1, 0.8, 1.3, xtol=1e-14, rtol=1e-14)
    y = run(left, [0.5, 1.0])
    return y[2, 1], left, y[0, 0], y[0, 1], y[3, 1]


def ratios(B):
    """alpha''/alpha', alpha'''/alpha'', alpha''/alpha, alpha'''/alpha' at e = 1."""
    d1, d2, d3 = B, B**2 - 2 * B, B**3 - 6 * B**2 + 6 * B
    return d2 / d1, d3 / d2, d2, d3 / d1


def quadratic(k, B=L):
    return -ratios(B)[0] * k**2 / 360


def cubic_factor(B=L):
    return -(2 * B / 21 - ratios(B)[1] / 63)


# Uniform state without space charge
base = diode(0, 0)
assert abs(base[0] - 1) < 1e-10

# Leading law, field profile and next correction, from small currents
k1 = 0.01
small = diode(k1, k1)
double = diode(2 * k1, 2 * k1)
r1 = (small[0] - 1) / quadratic(k1)
r2 = (double[0] - 1) / quadratic(2 * k1)
assert abs(2 * r1 - r2 - 1) < 2e-3
slope = 2 * (r1 - 1) / k1 - (r2 - 1) / (2 * k1)
assert abs(slope / cubic_factor() - 1) < 0.03
assert abs((small[1] - 1) / (k1 / 6) - 1) < 0.03
assert abs((small[2] - 1) / (-k1 / 12) - 1) < 0.03
assert abs(small[3] - small[1]) < 1e-9

# Concave coefficient: the voltage must rise instead
Bc, kc = 1.5, 0.2
concave = diode(kc, kc, gn=Bc, bn=Bc, gp=Bc, bp=Bc)[0] - 1
assert concave > 0
assert abs(concave / (quadratic(kc, Bc) * (1 + kc * cubic_factor(Bc))) - 1) < 0.01

# Lower voltage at every current while the fields stay in the convex range
scan = []
for current in (1.25e3, 2.5e3, 5e3, 1e4, 2e4):
    k = kap(current)
    state = diode(k, k)
    assert max(state[1], state[3]) < L / 2 and state[0] < 1
    scan.append((current, state, quadratic(k), quadratic(k) * (1 + k * cubic_factor())))
example = scan[2][1]
drop = (example[0] - 1) * V0

# Unequal speeds
vn, vp = 1.5e7, 0.8e7


def speed_law(kn, kp):
    return -ratios(L)[0] / 2 * ((kn + kp)**2 / 720 + (kn - kp)**2 / 48)


kn, kp = kap(100, vn), kap(100, vp)
assert abs((diode(kn, kp)[0] - 1) / speed_law(kn, kp) - 1) < 0.02
drop_speeds = (diode(kap(J, vn), kap(J, vp))[0] - 1) * V0

# Donor doping: linear term, isolated by subtracting the undoped response
kJ = kap(J)


def doping_slope(N):
    return -q * N * W / (eps * E0)


def doping_linear(k, d):
    return k * d**2 * (ratios(L)[2] / 60 - ratios(L)[3] / 360)


d14, d15 = doping_slope(1e14), doping_slope(1e15)
k50 = kap(50)
static14 = diode(0, 0, dop=d14)[0]
linear_part = diode(k50, k50, dop=d14)[0] - static14 - (diode(k50, k50)[0] - 1)
assert abs(linear_part / doping_linear(k50, d14) - 1) < 0.04
drop14 = (diode(kJ, kJ, dop=d14)[0] - static14) * V0
drop15 = (diode(kJ, kJ, dop=d15)[0] - diode(0, 0, dop=d15)[0]) * V0
J_cross14 = J * doping_linear(kJ, d14) / abs(quadratic(kJ))

# Constant ratio of hole to electron coefficient
ratio = 5.0
half = 0.5 * math.log(ratio)
const = dict(gn=L - half, gp=L + half)
c0, c1, c2, cJ = [diode(k, k, **const) for k in (0, k1, 2 * k1, kJ)]
assert abs(cJ[4] - math.log(ratio) / (ratio - 1)) < 1e-8
assert abs((c2[0] - c0[0]) / (c1[0] - c0[0]) - 4) < 0.08
assert cJ[0] < c0[0]
drop_const = (cJ[0] - c0[0]) * V0

# Ratio that depends on field: linear term from the first variation
bn, bp = 1.1 * L, 0.9 * L
vary = dict(bn=bn, bp=bp)
h = 0.002
w0, w1, w2, wJ = [diode(k, k, **vary)[0] for k in (0, h, 2 * h, kJ)]
slope_full = 2 * (w1 - w0) / h - (w2 - w0) / (2 * h)
an, ap = math.exp(L - bn / w0), math.exp(L - bp / w0)
s = np.linspace(0, 1, 2001)
g = an - ap
u = ap * np.expm1(g * s) / g
field = 2 * ap * (np.expm1(g * s) / g - s) / g - s
weight = (bn * an * u + bp * ap * (1 - u)) / (an * u + ap * (1 - u))
slope_formula = simpson(field, x=s) - simpson(weight * field, x=s) / simpson(weight, x=s)
assert abs(slope_full / slope_formula - 1) < 0.02
drop_vary = (wJ - w0) * V0

# Leakage fraction entering at the p contact
leak_test = 1e-4
assert abs((diode(0, 0, seed=leak_test)[0] - 1) / (-leak_test / L) - 1) < 0.01
J_leak = 1e-3
shift_leak = -(J_leak / J) / L * V0

# Sizes of further neglected effects (rough inputs)
N_contact = 1e19
edge = E0 * (1 + kJ / 6)
contact = eps / (q * N_contact) * (edge**2 - E0**2)
rho_sub, t_sub = 0.02, 100e-4
substrate = J * rho_sub * t_sub
heat_cap, temp_coef = 2.2, 1e-4
warm = abs(drop) / (temp_coef * V0)
heat_time = warm * heat_cap / (J * E0)
gap, mass = 3.3, 0.3
dead = 1.5 * gap / E0
D = 10.0
m, Eg, F = mass * sc.m_e, gap * q, E0 * 100
exponent = 4 * math.sqrt(2 * m) * Eg**1.5 / (3 * q * sc.hbar * F)
pre = math.sqrt(2 * m) * q**3 * F * V0 / (4 * math.pi**3 * sc.hbar**2 * math.sqrt(Eg))
log_tunnel = math.log10(pre * 1e-4) - exponent / math.log(10)
resistance = 2 * quadratic(kJ) * V0 / J

print(f"Inputs: A = {A:.1e} /cm, b = {b/1e6:.1f} MV/cm, W = {W*1e4:.1f} um")
print(f"Inputs: v = {v:.1e} cm/s, eps_r = {eps_r:.1f}, J = {J/1e3:.2f} kA/cm2")
print(f"ln(A W) = {L:.4f}")
print(f"Uniform breakdown field E0 = {E0/1e6:.4f} MV/cm")
print(f"Breakdown voltage V0 = {V0:.2f} V = {V0/1e3:.4f} kV")
print(f"alpha'/alpha at E0 = {L/E0*1e6:.4f} cm/MV")
print(f"alpha''/alpha' at E0 = {ratios(L)[0]/E0*1e6:.4f} cm/MV")
print(f"Convexity limit b/2 = {b/2e6:.2f} MV/cm")
print(f"Space-charge field K W = {kJ*E0/1e6:.4f} MV/cm; kappa = {kJ:.4f}")
print(f"First-order edge rise = {kJ*E0/6e3:.2f} kV/cm, mid dip = {kJ*E0/12e3:.2f} kV/cm")
print(f"Full solution: edge field = {example[1]*E0/1e6:.4f} MV/cm")
print(f"Full solution: middle field = {example[2]*E0/1e6:.4f} MV/cm")
print(f"Voltage change, full solution = {drop:.4f} V")
print(f"Voltage change, quadratic law = {quadratic(kJ)*V0:.4f} V")
print(f"Voltage change, with cubic term = {scan[2][3]*V0:.4f} V")
print(f"Relative cubic correction = {100*kJ*cubic_factor():.2f} %")
print(f"Differential resistance, quadratic law = {resistance*1e3:.4f} mOhm cm2")
for current, state, quad, cub in scan:
    print(f"J = {current/1e3:.2f} kA/cm2: full {(state[0]-1)*V0:.4f} V, "
          f"quadratic {quad*V0:.4f} V, with cubic {cub*V0:.4f} V")
print(f"Small-current ratio full/quadratic, extrapolated = {2*r1-r2:.5f}")
print(f"Concave test (b/E0 = {Bc}, kappa = {kc}): relative change = {concave:.3e}")
print(f"Speeds {vn:.1e} and {vp:.1e} cm/s (n, p): change = {drop_speeds:.4f} V")
print(f"Same speeds, quadratic law = {speed_law(kap(J,vn),kap(J,vp))*V0:.4f} V")
print(f"Donors 1e14 /cm3: change from its own zero-current value = {drop14:.4f} V")
print(f"Donors 1e14 /cm3: linear term alone = {doping_linear(kJ,d14)*V0:.4f} V")
print(f"Donors 1e14 /cm3: linear = quadratic at J = {J_cross14:.2f} A/cm2")
print(f"Donors 1e15 /cm3: change from its own zero-current value = {drop15:.4f} V")
print(f"Constant hole/electron ratio {ratio:.1f}: change = {drop_const:.4f} V")
print(f"Constant ratio: integral of alpha_n = {cJ[4]:.5f}")
print(f"Field-dependent ratio: b_n = {bn*E0/1e6:.1f}, b_p = {bp*E0/1e6:.1f} MV/cm")
print(f"Field-dependent ratio: hole/electron ratio at breakdown = {ap/an:.3f}")
print(f"Field-dependent ratio: change, full solution = {drop_vary:.4f} V")
print(f"Field-dependent ratio: linear term alone = {slope_formula*kJ*V0:.4f} V")
print(f"Leakage {J_leak:.0e} A/cm2: voltage shift = {shift_leak:.2e} V")
print(f"Contact depletion (doping {N_contact:.0e} /cm3): added voltage = {contact:.4f} V")
print(f"Substrate {t_sub*1e4:.0f} um, {rho_sub} Ohm cm: voltage = {substrate:.3f} V")
print(f"Heat inputs: {heat_cap} J/(cm3 K), breakdown coefficient {temp_coef:.0e} /K")
print(f"Warming that cancels the drop = {warm:.2f} K, reached in {heat_time*1e9:.3f} ns")
print(f"Transit time W/v = {W/v*1e9:.3f} ns")
print(f"Dead space (1.5 x gap {gap} eV) = {dead*1e7:.2f} nm, share of W = {dead/W:.2e}")
print(f"Diffusion/drift ratio D/(v W), D = {D:.0f} cm2/s: {D/(v*W):.1e}")
print(f"Tunnelling (mass {mass} m_e): log10 of current in A/cm2 = {log_tunnel:.1f}")
print(f"Carrier density J/(q v) = {J/(q*v):.3e} /cm3")
print("tests ok")
```

Running it gives:

```
Inputs: A = 3.0e+06 /cm, b = 20.0 MV/cm, W = 10.0 um
Inputs: v = 1.0e+07 cm/s, eps_r = 10.0, J = 5.00 kA/cm2
ln(A W) = 8.0064
Uniform breakdown field E0 = 2.4980 MV/cm
Breakdown voltage V0 = 2498.01 V = 2.4980 kV
alpha'/alpha at E0 = 3.2051 cm/MV
alpha''/alpha' at E0 = 2.4045 cm/MV
Convexity limit b/2 = 10.00 MV/cm
Space-charge field K W = 0.5647 MV/cm; kappa = 0.2261
First-order edge rise = 94.12 kV/cm, mid dip = 47.06 kV/cm
Full solution: edge field = 2.5849 MV/cm
Full solution: middle field = 2.4537 MV/cm
Voltage change, full solution = -1.8243 V
Voltage change, quadratic law = -2.1299 V
Voltage change, with cubic term = -1.7908 V
Relative cubic correction = -15.92 %
Differential resistance, quadratic law = -0.8520 mOhm cm2
J = 1.25 kA/cm2: full -0.1280 V, quadratic -0.1331 V, with cubic -0.1278 V
J = 2.50 kA/cm2: full -0.4922 V, quadratic -0.5325 V, with cubic -0.4901 V
J = 5.00 kA/cm2: full -1.8243 V, quadratic -2.1299 V, with cubic -1.7908 V
J = 10.00 kA/cm2: full -6.3091 V, quadratic -8.5196 V, with cubic -5.8070 V
J = 20.00 kA/cm2: full -19.4081 V, quadratic -34.0783 V, with cubic -12.3781 V
Small-current ratio full/quadratic, extrapolated = 0.99994
Concave test (b/E0 = 1.5, kappa = 0.2): relative change = 5.424e-05
Speeds 1.5e+07 and 8.0e+06 cm/s (n, p): change = -3.2011 V
Same speeds, quadratic law = -4.6739 V
Donors 1e14 /cm3: change from its own zero-current value = -1.8093 V
Donors 1e14 /cm3: linear term alone = 0.0219 V
Donors 1e14 /cm3: linear = quadratic at J = 51.49 A/cm2
Donors 1e15 /cm3: change from its own zero-current value = -0.3338 V
Constant hole/electron ratio 5.0: change = -3.6574 V
Constant ratio: integral of alpha_n = 0.40236
Field-dependent ratio: b_n = 22.0, b_p = 18.0 MV/cm
Field-dependent ratio: hole/electron ratio at breakdown = 5.067
Field-dependent ratio: change, full solution = -6.4585 V
Field-dependent ratio: linear term alone = -3.3279 V
Leakage 1e-03 A/cm2: voltage shift = -6.24e-05 V
Contact depletion (doping 1e+19 /cm3): added voltage = 0.2648 V
Substrate 100 um, 0.02 Ohm cm: voltage = 1.000 V
Heat inputs: 2.2 J/(cm3 K), breakdown coefficient 1e-04 /K
Warming that cancels the drop = 7.30 K, reached in 1.286 ns
Transit time W/v = 0.100 ns
Dead space (1.5 x gap 3.3 eV) = 19.82 nm, share of W = 1.98e-03
Diffusion/drift ratio D/(v W), D = 10 cm2/s: 1.0e-03
Tunnelling (mass 0.3 m_e): log10 of current in A/cm2 = -27.7
Carrier density J/(q v) = 3.121e+15 /cm3
tests ok
```
